# Why D1 fluorescence is unpolarised and a 0-1-0 line is not

## Result

An atom is excited by linearly polarised light from a lower level $J$ to an upper level $J'$ and fluoresces back to $J$. The light polarisation is the unit vector $\mathbf n$; a linear analyser before the detector passes the unit vector $\mathbf n'$. The detected intensity is

$$
I(\mathbf n,\mathbf n')=C\left[1+W_2\left(3(\mathbf n\cdot\mathbf n')^2-1\right)\right],
$$

$$
W_2=\frac{\begin{Bmatrix}1&1&2\\J'&J'&J\end{Bmatrix}^2}{\begin{Bmatrix}1&1&0\\J'&J'&J\end{Bmatrix}^2}
=3(2J'+1)\begin{Bmatrix}1&1&2\\J'&J'&J\end{Bmatrix}^2 .
$$

The 6j symbol in the numerator vanishes unless $J',J',2$ form a triangle. For the D1 line, $J=J'=1/2$, they do not: $1/2+1/2<2$. Hence $W_2=0$ and the intensity does not depend on the analyser. For $J=0$, $J'=1$ one finds $W_2=1$ and $I\propto(\mathbf n\cdot\mathbf n')^2$, so a crossed analyser passes nothing.

The conditions are these. The excitation is weak, the line is electric dipole, and the upper level is isolated. The lower sublevels are equally populated without coherence. There are no magnetic fields, collisions or multiple scattering, and the detector accepts light from all final sublevels. Nuclear spin is left out until the last part.

## Absorption and emission as two equal factors

Let $P$ and $P'$ project on the lower and upper levels. To lowest order in the exciting light, the amplitude from sublevel $M$ to $M_f$ is proportional to $\langle M_f|\,\mathbf n'\cdot\mathbf d\,P'\,\mathbf n\cdot\mathbf d\,|M\rangle$. The energy denominator is the same for all upper sublevels, so it affects the overall strength and not the polarisation. Initial and final sublevels are not observed, so the squared amplitudes are added:

$$
I=\mathrm{Tr}\left[P\,\mathbf n\cdot\mathbf d\,P'\,\mathbf n'\cdot\mathbf d\,P\,\mathbf n'\cdot\mathbf d\,P'\,\mathbf n\cdot\mathbf d\,P\right].
$$

Moving the last factors to the front under the trace gives

$$
I=\mathrm{Tr}[A(\mathbf n)A(\mathbf n')],\qquad
A(\mathbf n)=P'\,\mathbf n\cdot\mathbf d\,P\,\mathbf n\cdot\mathbf d\,P'.
$$

$A(\mathbf n)$ is the unnormalised state prepared by absorption. $A(\mathbf n')$ is the sensitivity of the detector to the upper state. They are the same function of their directions.

Take $\mathbf n$ along $z$. The Wigner–Eckart theorem in the convention

$$
\langle J'M'|d_q|JM\rangle=(-1)^{J'-M'}\begin{pmatrix}J'&1&J\\-M'&q&M\end{pmatrix}D
$$

defines the reduced element $D$. Since $d_0=d_z$ conserves $M$, $A(\mathbf z)$ is diagonal. In units of $|D|^2$ its elements are

$$
p_M=\begin{pmatrix}J'&1&J\\-M&0&M\end{pmatrix}^2 .
$$

Intensities are therefore in units of $|D|^4$.

## Which multipoles take part

$A(\mathbf n)$ contains the components of $\mathbf n$ through the products $n_in_j$. This symmetric tensor has a trace, of rank 0, and a traceless part, of rank 2. Rank 1 would need an antisymmetric part, which is absent for a real vector $\mathbf n$. So linearly polarised light produces population (rank 0) and possibly alignment (rank 2), but no orientation (rank 1).

The axial tensor $T^K(\mathbf z)$ on the upper level has diagonal elements

$$
t^K_M=(-1)^{J'-M}\sqrt{2K+1}\begin{pmatrix}J'&K&J'\\-M&0&M\end{pmatrix}.
$$

Orthogonality of the 3j symbols gives $\sum_M t^K_Mt^L_M=\delta_{KL}$. Therefore

$$
A(\mathbf n)=a_0T^0(\mathbf n)+a_2T^2(\mathbf n),\qquad a_K=\sum_M p_Mt^K_M .
$$

To turn the axis from $\mathbf n$ to $\mathbf n'$, write $T^K(\mathbf n')=\sum_q D^K_{q0}T^K_q$, with components referred to $\mathbf n$. The components are orthonormal under the trace, so the trace with $T^K_0=T^K(\mathbf n)$ retains $D^K_{00}=P_K(\mathbf n\cdot\mathbf n')$, a Legendre polynomial. Different ranks have zero mutual trace. Thus

$$
I=a_0^2+a_2^2P_2(\mathbf n\cdot\mathbf n'),\qquad P_2(x)=\tfrac12(3x^2-1).
$$

The first term is the contribution of population. The second is that of alignment, and it alone depends on the analyser.

## The weight of the population

For $K=0$, $t^0_M=1/\sqrt{2J'+1}$. Orthogonality of the 3j symbols also gives $\sum_Mp_M=1/3$. Hence

$$
a_0=\frac{1}{3\sqrt{2J'+1}},\qquad a_0^2=\frac{1}{9(2J'+1)} .
$$

## The weight of the alignment

The sum for $a_K$ contains three 3j symbols. The recoupling relation for the 6j symbol is

$$
\begin{aligned}
&\sum_{\mu_1\mu_2\mu_3}(-1)^{l_1+l_2+l_3+\mu_1+\mu_2+\mu_3}
\begin{pmatrix}j_1&l_2&l_3\\m_1&\mu_2&-\mu_3\end{pmatrix}\\
&\quad\times\begin{pmatrix}l_1&j_2&l_3\\-\mu_1&m_2&\mu_3\end{pmatrix}
\begin{pmatrix}l_1&l_2&j_3\\\mu_1&-\mu_2&m_3\end{pmatrix}\\
&=\begin{pmatrix}j_1&j_2&j_3\\m_1&m_2&m_3\end{pmatrix}
\begin{Bmatrix}j_1&j_2&j_3\\l_1&l_2&l_3\end{Bmatrix}.
\end{aligned}
$$

Set $j_1=j_2=1$, $j_3=K$, $l_1=l_2=J'$, $l_3=J$ and $m_1=m_2=m_3=0$. The selection rules then force $\mu_1=\mu_2=\mu_3=M$. The factors become:

- The first 3j symbol is $\begin{pmatrix}1&J'&J\\0&M&-M\end{pmatrix}$. Reversing all projections gives a factor $(-1)^{1+J'+J}$, and exchanging the first two columns gives the same factor again. Their product is $+1$, so this symbol equals $\begin{pmatrix}J'&1&J\\-M&0&M\end{pmatrix}$.
- The second 3j symbol already has that form. Together they give $p_M$.
- The third becomes $\begin{pmatrix}J'&K&J'\\-M&0&M\end{pmatrix}$ by a cyclic exchange of columns, which leaves the sign unchanged.
- The phase is $(-1)^{2J'+J+3M}=(-1)^{J'+J}(-1)^{J'-M}(-1)^{4M}$. The last factor is 1 because $4M$ is even.

Multiply by $\sqrt{2K+1}$ and move the sign $(-1)^{J'+J}$, whose exponent is an integer, to the other side:

$$
a_K=(-1)^{J'+J}\sqrt{2K+1}
\begin{pmatrix}1&1&K\\0&0&0\end{pmatrix}
\begin{Bmatrix}1&1&K\\J'&J'&J\end{Bmatrix}.
$$

The remaining 3j symbols describe how two vectors along $z$ couple. The normalised scalar combination is $(xx+yy+zz)/\sqrt3$, so the product $zz$ has weight $1/3$ in rank 0. It has none in rank 1, which is antisymmetric, and therefore $2/3$ in rank 2. A squared 3j symbol is this weight divided by $2K+1$:

$$
\begin{pmatrix}1&1&0\\0&0&0\end{pmatrix}^2=\frac13,\qquad
\begin{pmatrix}1&1&2\\0&0&0\end{pmatrix}^2=\frac{2}{15}.
$$

It follows that

$$
\frac{a_2^2}{a_0^2}
=\frac{5\cdot 2/15}{1\cdot1/3}\,
\frac{\begin{Bmatrix}1&1&2\\J'&J'&J\end{Bmatrix}^2}{\begin{Bmatrix}1&1&0\\J'&J'&J\end{Bmatrix}^2}
=2W_2 .
$$

Insert this in $I$. The factor 2 cancels the $1/2$ in $P_2$, which gives the stated law with $C=a_0^2$. Also, the $K=0$ formula says that $a_0^2$ is one third of the squared 6j symbol. Comparison with $a_0^2=1/[9(2J'+1)]$ gives $1/[3(2J'+1)]$ for that square, and hence the second form of $W_2$.

The square has a direct meaning. One 6j symbol measures how much alignment absorption creates; the other measures how strongly emission reveals it. Since a crossed analyser passes $I=C(1-W_2)\ge0$, the factor obeys $0\le W_2\le1$.

## Weighing the terms in three lines

For $K=2$ the elements $t^2_M$ are proportional to $q_M=3M^2-J'(J'+1)$, the traceless quadratic function of $M$. When $q_M$ is not identically zero, $a_2=\sum_Mp_Mq_M/\sqrt{\sum_Mq_M^2}$.

**0-1-0.** Only $M=0$ is excited: $p=(0,1/3,0)$ and $q=(1,-2,1)$. Thus $a_2=-(2/3)/\sqrt6=-0.272$ and $a_0=0.192$. Their squares are $2/27$ and $1/27$, so $W_2=(2/27)/(2/27)=1$.

**D1.** Here $p=(1/6,1/6)$, and $q_{\pm1/2}=3/4-3/4=0$. There is no rank-2 tensor to excite, so $a_2=0$.

**D2** ($J=1/2$, $J'=3/2$). The weights are $p=(0,1/6,1/6,0)$ and $q=(3,-3,-3,3)$. Thus $a_2=-1/\sqrt{36}=-1/6$, while $a_0=(1/3)/\sqrt4=1/6$. Hence $W_2=1/2$.

With a parallel analyser $P_2=1$; with a crossed one $P_2=-1/2$. The contributions, in units of $|D|^4$, are:

| Line | population | alignment, parallel | alignment, crossed |
|---|---:|---:|---:|
| 0-1-0 | 1/27 | +2/27 | −1/27 |
| D1 | 1/18 | 0 | 0 |
| D2 | 1/36 | +1/36 | −1/72 |

In 0-1-0 the alignment term cancels the population term behind the crossed analyser. In D2 it cancels half of it. In D1 there is nothing to cancel it with.

## What 90 degrees means

Define the linear polarisation as $\mathcal P=(I_1-I_2)/(I_1+I_2)$ for two perpendicular analyser settings.

**Linearly polarised excitation.** Let the direction of observation make an angle $\alpha$ with $\mathbf n$. Setting 1 lies in the plane of $\mathbf n$ and the observation direction, with $(\mathbf n\cdot\mathbf n')^2=\sin^2\alpha$. Setting 2 is normal to that plane, with $(\mathbf n\cdot\mathbf n')^2=0$. Then

$$
I_1=C[1+W_2(3\sin^2\alpha-1)],\qquad I_2=C(1-W_2),
$$

$$
\mathcal P=\frac{3W_2\sin^2\alpha}{2+W_2(3\sin^2\alpha-2)},\qquad
\mathcal P(90^\circ)=\frac{3W_2}{2+W_2}.
$$

At $90^\circ$ this gives 100 % for 0-1-0, 0 % for D1 and $1.5/2.5=60$ % for D2. If 100000 photons in total pass the two settings with equal exposure, their expected division is 100000 and 0 for 0-1-0, 50000 and 50000 for D1, and 80000 and 20000 for D2.

For $W_2=1$ the formula gives $\mathcal P=1$ at every $\alpha$ for which light arrives. With this excitation, full polarisation is therefore not special to 90 degrees.

**Unpolarised beam.** This is an equal incoherent mixture of two linear polarisations perpendicular to the beam. Let $\theta$ be the scattering angle. For an analyser normal to the scattering plane, the mean of $(\mathbf n\cdot\mathbf n')^2$ is $(1+0)/2=1/2$. For an analyser in the plane it is $(\cos^2\theta+0)/2$. Hence

$$
I_1=C\left(1+\tfrac12W_2\right),\qquad
I_2=C\left[1+W_2\left(\tfrac32\cos^2\theta-1\right)\right].
$$

Their difference is $\tfrac32CW_2\sin^2\theta$ and their sum is $C[2+\tfrac12W_2(3\cos^2\theta-1)]$. Therefore

$$
\mathcal P=\frac{3W_2\sin^2\theta}{4+W_2(3\cos^2\theta-1)},\qquad
\mathcal P(90^\circ)=\frac{3W_2}{4-W_2}.
$$

Now 90 degrees matters: the 0-1-0 line gives 100 % there but 60 % at $60^\circ$. D2 gives $1.5/3.5=43$ % at $90^\circ$, and D1 remains at zero.

## The upper level decides, and orientation survives

For $J'=1/2$ the detector operator $A(\mathbf n')$ has no rank-2 part, whatever the lower $J$. Its trace is $1/3$, so it equals $1/6$ times the two-dimensional identity. An arbitrary upper state then gives the same signal for every linear analyser. This stronger statement does not need equal populations in the lower level.

It does not exclude circular polarisation. A level with $J'=1/2$ can have unequal populations in $M'=\pm1/2$, which is orientation. Suppose circular light drives $M=-1/2$ to $M'=+1/2$ on D1. Along the beam axis the dipole component parallel to the axis does not radiate, so the observed decay is the one back to $M=-1/2$. It has the original circular polarisation: the forward circular polarisation is 100 %, while the linear polarisation seen from the side is 0 %.

## Where the electron spin puts the polarisation

The D lines can also be viewed as an orbital 0-1-0 transition with a spin $1/2$ that the light does not touch. This model uses LS coupling and one radial matrix element for both lines. Let $|i\rangle$, $i=x,y,z$, be the real p orbitals, $\chi$ a spin state and $\sigma_i$ the Pauli matrices. The states $\sum_i|i\rangle\sigma_i\chi/\sqrt3$ transform as a spin $1/2$, because the sum is a scalar product, and they are normalised, because $\sum_i\sigma_i^2=3$. They span the upper level of D1. Its amplitude, an operator on the spin, is therefore

$$
\langle\mathbf n'|P_{1/2}|\mathbf n\rangle
=\tfrac13(\boldsymbol\sigma\cdot\mathbf n')(\boldsymbol\sigma\cdot\mathbf n)
=\tfrac13\left[\mathbf n'\cdot\mathbf n+i\boldsymbol\sigma\cdot(\mathbf n'\times\mathbf n)\right].
$$

Since $P_{1/2}+P_{3/2}=1$ on the p states, the D2 amplitude is

$$
\langle\mathbf n'|P_{3/2}|\mathbf n\rangle
=\tfrac23\,\mathbf n'\cdot\mathbf n-\tfrac i3\boldsymbol\sigma\cdot(\mathbf n'\times\mathbf n).
$$

The term without $\boldsymbol\sigma$ feeds the parallel analyser. The other feeds the crossed one and flips the spin component along $\mathbf n$. In D1 both have strength $1/9$, hence no polarisation. In D2 the strengths are $4/9$ and $1/9$, the 4:1 ratio found above.

The spin-flip terms have opposite signs. If both lines contribute coherently with equal energy denominators, these terms cancel and $\mathbf n'\cdot\mathbf n$ remains: the polarisation is 100 %. This limit is approached when the light is detuned from both lines by much more than their separation, provided other levels remain negligible. The null result for D1 thus does not hold in general once the D2 amplitude contributes. With detunings $\Delta_1$ from D1 and $\Delta_2$ from D2, both large compared with the linewidths, the parallel amplitude is $1/(3\Delta_1)+2/(3\Delta_2)$ and the crossed one has magnitude $|1/\Delta_1-1/\Delta_2|/3$. Multiplying both by $3\Delta_1\Delta_2$ gives, for linear excitation seen at $90^\circ$, $\mathcal P=3\Delta_1(\Delta_1+2\Delta_2)/[(\Delta_2+2\Delta_1)^2+(\Delta_2-\Delta_1)^2]$. The two magnitudes become equal as $\Delta_1/\Delta_2\to0$, the isolated D1 line, near which $\mathcal P\approx3\Delta_1/\Delta_2$, and also at $\Delta_2=-\Delta_1/2$, two thirds of the way from D1 to D2. The polarisation changes sign at both points and is negative between them, reaching $-1$ at $\Delta_2=-2\Delta_1$, where the parallel amplitude vanishes.

## Nuclear spin and the choice of detector

Take a model nuclear spin $3/2$ and excite a resolved D1 component $F=2\to F'=2$, with equal populations in the lower $F=2$ sublevels. The level $F'=2$ can hold alignment. If the detector accepts all final $F$ levels equally, its operator is still $1/6$ times the identity on the electronic $J'=1/2$ space, and it does not act on the nucleus. The linear polarisation is 0 %.

If the light returning to $F=2$ is selected, the two-level formula applies with $J,J'$ replaced by $F,F'$. Here $p_M\propto M^2$ and $q=(6,-3,-6,-3,6)$. The common factor in $p_M$ cancels from $W_2$, so one may use $a_0^2=10^2/5=20$ and $a_2^2=42^2/126=14$. Then

$$
W_2=\frac{14}{2\cdot20}=0.35,\qquad
\mathcal P(90^\circ)=\frac{3(0.35)}{2+0.35}=44.7\ \%.
$$

The alignment was present in both cases. Selecting one final hyperfine level makes it visible; adding all of them removes it from the signal.

The D2 values of 60 % and 43 % hold for zero nuclear spin. In real alkali atoms the hyperfine coupling in the upper level passes part of the alignment to the nucleus before emission. For sodium under broadband excitation the effective $W_2$ falls to about 0.15, and the two values to about 21 % and 12 %. The D1 null with all final levels detected is unaffected.

The numerical check compares the intensity law with direct sums over sublevels for 18 pairs of levels, and also tests the circular case, the D1 hyperfine case and the two-line case with equal denominators.

## Computed results

```
level pairs tested: 18 (count)
largest intensity-law error: 6.9e-17 (dimensionless)
photons in both analyser settings: 100000 (count)
0-1-0: J=0, J'=1 (dimensionless)
  weights p_M, M from +J' to -J': 0.00000 0.33333 0.00000 (dimensionless)
  a0=0.19245, a2=-0.27217 (dimensionless)
  rank-2 6j squared=1/9, W2=1.0000 (dimensionless)
  I parallel=0.11111, crossed=0.00000 (dimensionless)
  P at 90 deg, linear excitation: 100.00 %
  P at 90 deg, unpolarised beam: 100.00 %
  P at 60 deg, unpolarised beam: 60.00 %
  photons parallel=100000, crossed=0 (count)
D1: J=1/2, J'=1/2 (dimensionless)
  weights p_M, M from +J' to -J': 0.16667 0.16667 (dimensionless)
  a0=0.23570, a2=0.00000 (dimensionless)
  rank-2 6j squared=0, W2=0.0000 (dimensionless)
  I parallel=0.05556, crossed=0.05556 (dimensionless)
  P at 90 deg, linear excitation: 0.00 %
  P at 90 deg, unpolarised beam: 0.00 %
  P at 60 deg, unpolarised beam: 0.00 %
  photons parallel=50000, crossed=50000 (count)
D2: J=1/2, J'=3/2 (dimensionless)
  weights p_M, M from +J' to -J': 0.00000 0.16667 0.16667 0.00000 (dimensionless)
  a0=0.16667, a2=-0.16667 (dimensionless)
  rank-2 6j squared=1/24, W2=0.5000 (dimensionless)
  I parallel=0.05556, crossed=0.01389 (dimensionless)
  P at 90 deg, linear excitation: 60.00 %
  P at 90 deg, unpolarised beam: 42.86 %
  P at 60 deg, unpolarised beam: 29.03 %
  photons parallel=80000, crossed=20000 (count)
J'=1/2, lower J=1/2: detector diagonal 0.16667, 0.16667 (dimensionless)
J'=1/2, lower J=3/2: detector diagonal 0.16667, 0.16667 (dimensionless)
D1, circular excitation, forward circular P: 100.00 %
D1, circular excitation, side linear P: 0.00 %
model nuclear spin: 3/2 (dimensionless)
W2 for F=2, F'=2: 0.3500 (dimensionless)
D1 hyperfine, all final F, linear P: 0.00 %
D1 hyperfine, final F=2 only, linear P: 44.68 %
D1 amplitude only, linear P: 0.00 %
D2 amplitude only, linear P: 60.00 %
D1+D2, equal denominators, linear P: 100.00 %
```
